# Electron drift in a cold gas of hard spheres: verification in Python

```python
"""Electron drift in a cold gas with elastic hard-sphere scattering.

Result under test, to leading order in mu = m/M:
    w = C * mu**(1/4) * sqrt(a*L),  C = (4/3)**(3/4)*Gamma(3/2)/Gamma(3/4)
m, M: electron and atom masses; a = e*E/m: field acceleration;
L: speed-independent mean free path; w: drift speed along the force.
The isotropic distribution is f0 ~ exp(-(v/v0)**4),
with v0**4 = 4*(a*L)**2/(3*mu).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.special import gamma, gammaincc

e, m, kB = const.e, const.m_e, const.k
M = const.physical_constants["alpha particle mass"][0] + 2*m
mu_he = m/M
C = (4/3)**0.75*gamma(1.5)/gamma(0.75)


def simulate_swarm(mu, particles, samples, rng):
    """Null-collision Monte Carlo in units a = L = 1, full recoil.

    Candidate events form a Poisson process, so averages taken just
    before them are time averages. No two-term expansion is used.
    """
    v0 = (4/(3*mu))**0.25
    vmax = 2*v0
    vz = 0.85*v0*(2*rng.random(particles)-1)
    perp2 = (0.85*v0)**2 - vz**2
    burn = int(3/mu)
    sums = np.zeros((3, particles))
    for step in range(burn+samples):
        vz = vz + rng.standard_exponential(particles)/vmax
        speed2 = perp2 + vz**2
        speed = np.sqrt(speed2)
        if step >= burn:
            sums[0] += vz
            sums[1] += speed2
            sums[2] += speed2**2
        hit = rng.random(particles)*vmax < speed
        nz = 2*rng.random(particles)-1
        side2 = 1-nz**2
        cosphi = np.cos(2*np.pi*rng.random(particles))
        new2 = (mu**2*perp2 + speed2*side2
                + 2*mu*speed*np.sqrt(perp2*side2)*cosphi)/(1+mu)**2
        perp2 = np.where(hit, np.maximum(new2, 0), perp2)
        vz = np.where(hit, (mu*vz+speed*nz)/(1+mu), vz)
    sums /= samples
    return sums.mean(axis=1), sums.std(axis=1, ddof=1)/np.sqrt(particles)


rng = np.random.default_rng(2718)
mc_rows = []
for mu, samples in ((0.01, 1200), (0.0025, 2500)):
    mean, err = simulate_swarm(mu, 16000, samples, rng)
    v0 = (4/(3*mu))**0.25
    w_formula = C*mu**0.25
    v2_formula = v0**2*gamma(1.25)/gamma(0.75)
    ratio_w, err_w = mean[0]/w_formula, err[0]/w_formula
    ratio_e, err_e = mean[1]/v2_formula, err[1]/v2_formula
    shape = mean[2]/mean[1]**2
    shape_formula = gamma(1.75)*gamma(0.75)/gamma(1.25)**2
    # Allow sampling noise and the omitted corrections of order mu.
    assert abs(ratio_w-1) < 4*err_w + 4*mu
    assert abs(ratio_e-1) < 4*err_e + 4*mu
    assert abs(shape-shape_formula) < 0.02 + 4*mu
    mc_rows.append((mu, mean[0], w_formula, ratio_w, err_w, ratio_e, shape))


# Downward collisional flux from the exact angular kinematics.
def downward_flux(u, mu):
    alpha = (1-mu)/(1+mu)

    def integrand(v):
        cos_limit = ((u/v)**2*(1+mu)**2-1-mu**2)/(2*mu)
        return 4*np.pi*v**3*np.exp(-v**4)*(cos_limit+1)/2
    return quad(integrand, u, u/alpha, epsabs=0, epsrel=1e-9)[0]


flux_errors = []
for u in (0.5, 0.8, 1.2):
    leading = 4*np.pi*mu_he*u**4*np.exp(-u**4)
    flux_errors.append(abs(downward_flux(u, mu_he)/leading-1))
assert max(flux_errors) < 20*mu_he


def two_term(E, N, sigma, T, power=0.0, energy_ref=1.0, n=8000):
    """Numerical drift (m/s) and mean energy (eV), finite T allowed.

    Cross section: sigma*(energy/energy_ref)**power, energy_ref in eV.
    """
    a = e*E/m
    L0 = 1/(N*sigma)
    v0 = (4*(a*L0)**2/(3*mu_he))**0.25
    top = max(3*v0, 8*np.sqrt(2*kB*T/m))
    v = np.linspace(top*1e-6, top, n)
    L = L0*(0.5*m*v**2/(e*energy_ref))**(-power)
    slope = -m*v**3/(kB*T*v**2 + M*(a*L)**2/3)
    f0 = np.exp(cumulative_trapezoid(slope, v, initial=0))
    norm = trapezoid(v**2*f0, v)
    drift = -a/3*trapezoid(v**2*L*slope*f0, v)/norm
    energy = 0.5*m*trapezoid(v**4*f0, v)/norm/e
    return drift, energy


# Helium drift-tube example; the cross section is a rough constant.
pressure_torr, T, E_cm, sigma_cm2 = 1.0, 300.0, 1.0, 6e-16
threshold_eV, coulomb_log = 20.0, 10.0
E, sigma = E_cm*100, sigma_cm2*1e-4
N = pressure_torr*const.torr/(kB*T)
L = 1/(N*sigma)
a = e*E/m
w = C*mu_he**0.25*np.sqrt(a*L)
v0 = (4*(a*L)**2/(3*mu_he))**0.25
energy0 = 0.5*m*v0**2/e
mean_energy = energy0*gamma(1.25)/gamma(0.75)

w_cold, energy_cold = two_term(E, N, sigma, 0.0)
assert abs(w_cold/w-1) < 1e-5
assert abs(energy_cold/mean_energy-1) < 1e-5
thermal_energy = two_term(E*1e-5, N, sigma, T)[1]
assert abs(thermal_energy/(1.5*kB*T/e)-1) < 1e-4

w_warm, energy_warm = two_term(E, N, sigma, T)
w_fine = two_term(E, N, sigma, T, n=16000)[0]
grid_shift = 100*(w_fine/w_warm-1)
assert abs(grid_shift) < 1e-3
w_rise = two_term(E, N, sigma, 0.0, 0.1, mean_energy)[0]
w_fall = two_term(E, N, sigma, 0.0, -0.1, mean_energy)[0]
w_level = two_term(E, N, 1.1*sigma, 0.0)[0]


# Drift coefficient if electron-electron collisions impose a Maxwellian.
def maxwell_moment(k):
    top = quad(lambda x: x**(k+2)*np.exp(-x*x), 0, np.inf)[0]
    return top/quad(lambda x: x*x*np.exp(-x*x), 0, np.inf)[0]


inverse_moment, cubic_moment = maxwell_moment(-1), maxwell_moment(3)
scale = brentq(lambda s: 2*inverse_moment/(3*s) - cubic_moment*s**3,
               0.1, 5)
C_maxwell = 2*inverse_moment/(3*scale)
assert abs(C_maxwell - 4*3**0.25/(3*np.sqrt(np.pi))) < 1e-7

v_energy = np.sqrt(2*mean_energy*e/m)
loss_rate = 2*mu_he*v_energy/L
ee_per_density = (e**4*coulomb_log
                  / (4*np.pi*const.epsilon_0**2*m**2*v_energy**3))
ee_density = loss_rate/ee_per_density
anisotropy = 3*mu_he*v_energy**2/(a*L)
relaxation_cm = 100*w/loss_rate
tail = gammaincc(0.75, (threshold_eV/energy0)**2)
assert mean_energy > 10*1.5*kB*T/e and anisotropy < 0.1 and tail < 1e-6

print(f"Drift coefficient C: {C:.5f} (dimensionless)")
for mu, w_mc, w_th, rw, ew, re, shape in mc_rows:
    print(f"Monte Carlo, m/M = {mu:.4f} (units a = L = 1):")
    print(f"  drift simulated {w_mc:.4f}, formula {w_th:.4f}")
    print(f"  drift ratio {rw:.4f}, standard error {ew:.4f}")
    print(f"  mean-energy ratio {re:.4f}")
    print(f"  shape <v^4>/<v^2>^2: {shape:.4f}")
print(f"Druyvesteyn shape: {shape_formula:.4f}")
print(f"Maxwellian shape: {maxwell_moment(4)/maxwell_moment(2)**2:.4f}")
print(f"Largest relative flux error, He: {max(flux_errors):.2e}")
print("Helium example")
print(f"Pressure: {pressure_torr:.1f} Torr")
print(f"Gas temperature: {T:.0f} K")
print(f"Field: {E_cm:.1f} V/cm")
print(f"Rough cross section: {sigma_cm2:.1e} cm^2")
print(f"Mass ratio M/m: {M/m:.1f}")
print(f"Gas density: {N*1e-6:.3e} cm^-3")
print(f"Mean free path: {L*100:.5f} cm")
print(f"Reduced field E/N: {E/N*1e21:.3f} Td")
print(f"Energy gained over L along force, eEL: {E*L:.5f} eV")
print(f"(eEL/m)^(1/2): {np.sqrt(a*L)*100:.4e} cm/s")
print(f"(m/M)^(1/4): {mu_he**0.25:.5f}")
print(f"Speed scale v0: {v0*100:.4e} cm/s")
print(f"Energy scale m*v0^2/2: {energy0:.4f} eV")
print(f"Mean energy: {mean_energy:.4f} eV")
print(f"Drift velocity: {w*100:.4e} cm/s = {w/1000:.3f} km/s")
print(f"Mobility w/E: {w*100/E_cm:.4e} cm^2/Vs")
print(f"Gas thermal energy 3kT/2: {1.5*kB*T/e:.5f} eV")
print(f"Drift with gas at 300 K: {w_warm*100:.4e} cm/s")
print(f"Mean energy with gas at 300 K: {energy_warm:.4f} eV")
print(f"Drift shift from gas temperature: {100*(w_warm/w-1):+.3f} %")
print(f"Grid-doubling shift: {grid_shift:+.1e} %")
print(f"Drift shift, sigma ~ energy^+0.1: {100*(w_rise/w-1):+.2f} %")
print(f"Drift shift, sigma ~ energy^-0.1: {100*(w_fall/w-1):+.2f} %")
print(f"Drift shift, sigma raised 10 %: {100*(w_level/w-1):+.2f} %")
print(f"Rough inelastic threshold: {threshold_eV:.0f} eV")
print(f"Electron fraction above threshold: {tail:.1e}")
print(f"f1/f0 at mean energy: {anisotropy:.4f}")
print(f"Recoil energy-loss rate: {loss_rate:.3e} s^-1")
print(f"Energy relaxation length: {relaxation_cm:.2f} cm")
print(f"Assumed Coulomb logarithm: {coulomb_log:.0f}")
print(f"Density for e-e rate = loss rate: {ee_density*1e-6:.2e} cm^-3")
print(f"Maxwellian drift coefficient: {C_maxwell:.5f}")
print(f"Drift shift if Maxwellian: {100*(C_maxwell/C-1):+.2f} %")
print("verified")
```

Printed output:

```
Drift coefficient C: 0.89736 (dimensionless)
Monte Carlo, m/M = 0.0100 (units a = L = 1):
  drift simulated 0.2843, formula 0.2838
  drift ratio 1.0020, standard error 0.0018
  mean-energy ratio 1.0114
  shape <v^4>/<v^2>^2: 1.3925
Monte Carlo, m/M = 0.0025 (units a = L = 1):
  drift simulated 0.2009, formula 0.2007
  drift ratio 1.0012, standard error 0.0025
  mean-energy ratio 1.0019
  shape <v^4>/<v^2>^2: 1.3772
Druyvesteyn shape: 1.3708
Maxwellian shape: 1.6667
Largest relative flux error, He: 4.84e-04
Helium example
Pressure: 1.0 Torr
Gas temperature: 300 K
Field: 1.0 V/cm
Rough cross section: 6.0e-16 cm^2
Mass ratio M/m: 7296.3
Gas density: 3.219e+16 cm^-3
Mean free path: 0.05178 cm
Reduced field E/N: 3.107 Td
Energy gained over L along force, eEL: 0.05178 eV
(eEL/m)^(1/2): 9.5430e+06 cm/s
(m/M)^(1/4): 0.10820
Speed scale v0: 9.4776e+07 cm/s
Energy scale m*v0^2/2: 2.5535 eV
Mean energy: 1.8888 eV
Drift velocity: 9.2656e+05 cm/s = 9.266 km/s
Mobility w/E: 9.2656e+05 cm^2/Vs
Gas thermal energy 3kT/2: 0.03878 eV
Drift with gas at 300 K: 9.2207e+05 cm/s
Mean energy with gas at 300 K: 1.9105 eV
Drift shift from gas temperature: -0.485 %
Grid-doubling shift: +3.9e-06 %
Drift shift, sigma ~ energy^+0.1: -2.37 %
Drift shift, sigma ~ energy^-0.1: +2.69 %
Drift shift, sigma raised 10 %: -4.65 %
Rough inelastic threshold: 20 eV
Electron fraction above threshold: 6.6e-28
f1/f0 at mean energy: 0.0300
Recoil energy-loss rate: 4.315e+05 s^-1
Energy relaxation length: 2.15 cm
Assumed Coulomb logarithm: 10
Density for e-e rate = loss rate: 2.90e+10 cm^-3
Maxwellian drift coefficient: 0.99002
Drift shift if Maxwellian: +10.33 %
verified
```
